# Do plane waves have Pulay terms? Atomic forces versus cell stress

## Question

I had understood that Pulay terms come from basis functions attached to atoms, so that a plane-wave calculation has none at all. My own test disagrees.

I relaxed the cell of a simple cubic model crystal at a plane-wave cutoff of 200 eV, starting from an edge of 3.80 Å. The run ended at 3.474 Å with zero pressure. I then started a new calculation in that cell, with the same cutoff and k-points, and it reported a pressure of −0.014 eV/Å³. Nothing had changed except that the program built its basis afresh.

Is the analytic stress wrong? If plane waves have no Pulay terms, where does this pressure come from? And can I trust the cell once restarts no longer show any pressure?

## Answer

The analytic stress is right, but it is the derivative of a different function from the one you probably have in mind. For atomic forces your belief holds. For the cell it fails, because the plane waves follow the cell. I use atomic units in the algebra, and \(P=-dE/d\Omega\) for the pressure, so a negative \(P\) means that the cell wants to shrink.

### What a Pulay term is

Take one electron state expanded in basis functions, \(\psi=\sum_i c_i\chi_i\), with Hamiltonian matrix \(H\) and overlap matrix \(S\). The coefficients satisfy

\[
Hc=ESc,\qquad c^\dagger Sc=1 .
\]

Let \(x\) be any parameter, such as an atomic coordinate, and let a prime denote \(d/dx\). Differentiating \(E=c^\dagger Hc\) gives

\[
E'=c^\dagger H'c+c'^\dagger Hc+c^\dagger Hc'
=c^\dagger H'c+E\,(c'^\dagger Sc+c^\dagger Sc').
\]

The second form uses \(Hc=ESc\) and its conjugate. Differentiating the normalization shows that the bracket equals \(-c^\dagger S'c\). Hence

\[
E'=c^\dagger(H'-ES')c .
\]

The matrix elements change because the operator \(\hat H\) changes and because the functions \(\chi_i\) may change. Separating the two causes gives

\[
E'=\langle\psi|\hat H'|\psi\rangle
+2\,\mathrm{Re}\,\Big\langle \sum_i c_i\chi_i'\Big|\hat H-E\Big|\psi\Big\rangle .
\]

The last term is the Pulay term. It vanishes if the basis functions do not depend on \(x\). It also vanishes if \(\psi\) solves the full Schrödinger equation, since then \((\hat H-E)\psi=0\).

### Atomic forces: no Pulay term

At a given cell and cutoff, the plane waves are

\[
\chi_n(\mathbf r)=\Omega^{-1/2}e^{i\mathbf G_n\cdot\mathbf r},
\qquad \mathbf G_n=\frac{2\pi}{a}(\mathbf n+\mathbf k),
\]

for a cubic cell of edge \(a\) and volume \(\Omega=a^3\). Here \(\mathbf n\) is a triple of integers, which I call the label of the wave, and \(\mathbf k\) is the k-point in reduced coordinates.

No atomic position appears in these functions. If an atom with a local potential sits at \(\boldsymbol\tau\), its matrix elements carry a factor \(e^{-i\mathbf q\cdot\boldsymbol\tau}\), with \(\mathbf q=2\pi(\mathbf n-\mathbf n')/a\). Differentiating this factor gives the whole force. The force is therefore the derivative of the energy in the finite basis, however small that basis is.

This does not make the force converged. I checked a cubic cell of edge 3.5 Å with two of the wells specified below, 1.5 Å apart, two electrons and the single k-point \((1/8,1/8,1/8)\). The numbers belong to that k-point; at \((3/8,3/8,3/8)\) the force is −43.9 eV/Å. At 200 eV the energy lies 0.233 eV above its value at 400 eV. The analytic force on the second well is −39.122 eV/Å, and a finite difference of the unconverged energy gives the same number. At 400 eV the force is −39.074 eV/Å. The remaining 0.05 eV/Å is an error of the energy function itself, not a missing term in its derivative.

The derivation was for one state, and for independent electrons one sums over the occupied states. In Kohn–Sham theory the energy at self-consistency is stationary under changes of the orbitals that keep them orthonormal, so their first-order response drops out in the same way. This requires a self-consistent density and differentiation of every energy term as it is actually computed. Ultrasoft pseudopotentials and the projector augmented-wave method have an overlap that depends on \(\boldsymbol\tau\). The term \(-c^\dagger S'c\,E\) must then be kept, but it comes from the overlap operator and not from a moving plane wave.

### What the analytic stress differentiates

Now change \(a\) and keep the labels. With the scaled coordinate \(\mathbf s=\mathbf r/a\), each wave has the form

\[
\Omega^{-1/2}e^{2\pi i(\mathbf n+\mathbf k)\cdot\mathbf s}.
\]

The volume element \(d^3r=\Omega\,d^3s\) cancels the normalization factors in the overlap, so \(S\) is the unit matrix at every \(a\). The first formula for \(E'\) then reduces to \(c^\dagger H'c\), and all the dependence on the cell is in \(H\).

The kinetic elements are diagonal:

\[
T_n=\frac12\left(\frac{2\pi}{a}\right)^2|\mathbf n+\mathbf k|^2,
\qquad \frac{dT_n}{d\ln a}=-2T_n .
\]

For a Gaussian well \(-V_0e^{-r^2/2w^2}\) in each cell, the Fourier integral gives

\[
V_{nn'}=-\frac{V_0(2\pi)^{3/2}w^3}{a^3}\,e^{-w^2q^2/2}.
\]

The prefactor \(a^{-3}\) contributes \(-3\) to the logarithmic derivative. Since \(q^2\propto a^{-2}\), the exponent contributes \(+w^2q^2\). Thus

\[
\frac{dV_{nn'}}{d\ln a}=(w^2q^2-3)V_{nn'} .
\]

Because \(d\Omega=3\Omega\,d\ln a\), the pressure from the analytic derivative is

\[
P_{\rm set}=-\frac{1}{3\Omega}\left.\frac{dE}{d\ln a}\right|_{\text{labels fixed}} .
\]

Interactions between the ions add their own pressure, which does not depend on the basis.

At \(a=3.5\) Å and 200 eV, this formula gives −0.02370 eV/Å³ for your type of crystal, specified below. A finite difference with the same labels agrees. So no term is missing from the stress, provided one asks for the slope at fixed labels.

### The cutoff changes when the labels do not

A calculation with cutoff \(E_{\rm cut}\) keeps the waves with \(T_n\le E_{\rm cut}\), that is,

\[
|\mathbf n+\mathbf k|^2\le\frac{E_{\rm cut}a^2}{2\pi^2}.
\]

The set of labels therefore depends on the single combination \(\Lambda=E_{\rm cut}a^2\). If a set is chosen at \(a_0\) and kept while the edge becomes \(a\), it corresponds to the effective cutoff

\[
E_{\rm eff}=E_{\rm cut}\left(\frac{a_0}{a}\right)^2 .
\]

In your run this is \(200\times(3.80/3.474)^2\approx239\) eV. Your relaxation ended with a better basis than the nominal one, and the restart went back to 200 eV.

To compare slopes, write the energy as \(F(a,\Lambda)\): the first argument sets the matrix elements and the second selects the labels. At fixed \(a\), \(F\) is a descending staircase in \(\Lambda\). It is flat until new waves enter, and then it can only stay level or drop, because enlarging a variational basis cannot raise the lowest eigenvalue.

This has a consequence for the energy at constant cutoff. Between two jumps the labels do not change, so its local slope is the fixed-label slope, and the local pressure is \(P_{\rm set}\). The difference sits in the jumps. As the cell expands at constant cutoff, \(\Lambda\) grows, waves enter and the energy drops. A smooth curve drawn through the staircase includes these drops; the local slope does not.

Let \(\bar F(a,\Lambda)\) be \(F\) averaged at fixed \(a\) over a window of \(\ln\Lambda\) that spans several jumps. The positions of the jumps in \(\Lambda\) do not depend on \(a\), so averaging and differentiation with respect to \(a\) can be interchanged. The derivative of \(\bar F\) at fixed \(\Lambda\) thus gives the averaged \(P_{\rm set}\).

At constant cutoff, \(\ln\Lambda=\ln E_{\rm cut}+2\ln a\), and the chain rule gives

\[
\left.\frac{d\bar F}{d\ln a}\right|_{E_{\rm cut}}
=\left.\frac{\partial\bar F}{\partial\ln a}\right|_{\Lambda}
+2\left.\frac{\partial\bar F}{\partial\ln\Lambda}\right|_{a}.
\]

At fixed \(a\), a change of \(\ln\Lambda\) is a change of \(\ln E_{\rm cut}\). Multiplying by \(-1/(3\Omega)\), and writing \(P_{\rm cut}\) for the smoothed pressure at constant cutoff and \(E\) for the smoothed energy, we get

\[
P_{\rm cut}=P_{\rm set}-\frac{2}{3\Omega}\frac{\partial E}{\partial\ln E_{\rm cut}},
\]

or

\[
P_{\rm Pulay}\equiv P_{\rm set}-P_{\rm cut}
=\frac{2}{3\Omega}\frac{\partial E}{\partial\ln E_{\rm cut}}\le0 .
\]

The sign follows because the average of a descending staircase descends. The analytic pressure is too low compared with the smoothed constant-cutoff energy, so it pulls the cell inward. The difference vanishes when the energy no longer depends on the cutoff.

This form is for a uniform change of scale. Under a general strain, the fixed labels fill an ellipsoid of wavevectors instead of a sphere, and one effective cutoff does not describe the set.

### Numbers for the model crystal

The crystal has one Gaussian well per cell, with \(V_0=100\) eV and \(w=0.5\) Å, and two independent electrons in the lowest band. A Morse bond to each nearest neighbour, with depth 1 eV, decay constant 1.5 Å⁻¹ and length 3.5 Å, sets the cell. The electrons are localized in the deep well, and at a converged cutoff they add only −0.00005 eV/Å³ at 3.5 Å and −0.0004 eV/Å³ at 3.2 Å, against +0.26 eV/Å³ from the bonds at 3.2 Å. The converged edge is therefore essentially the bond length, and the electrons serve to produce the basis error. The numerical check uses a shifted 4×4×4 k-mesh and cubic fits to smooth the staircases.

At \(a=3.5\) Å the volume is 42.875 Å³. Varying the cutoff around 200 eV gives \(\partial E/\partial\ln E_{\rm cut}=-1.509\) eV, so

\[
P_{\rm Pulay}=\frac{2\times(-1.509\ \text{eV})}{3\times42.875\ \text{Å}^3}
=-0.0235\ \text{eV/Å}^3,
\]

which is −3.8 GPa. Separate fits of pressure and energy against cell size give \(P_{\rm set}=-0.02356\) eV/Å³ and \(P_{\rm cut}=-0.00005\) eV/Å³. Their difference is also −0.0235 eV/Å³. These fits span ±10% in \(\ln a\). Windows from ±8% to ±12% and other grids of cell sizes move the fitted values by up to about 0.0003 eV/Å³, so \(P_{\rm cut}\) is zero within the scatter of the fit and the two routes agree to 1–2%. Windows of ±4% to ±6% average too few jumps and move \(P_{\rm cut}\) by up to 0.0014 eV/Å³. The cutoff slope is itself good to about 1%: an isolated well, which has no staircase, gives −1.518 eV. Almost all the analytic pressure in this cell is therefore Pulay pressure.

The energy at 200 eV is only 0.29 eV above its value at 400 eV, yet the logarithmic slope is 1.5 eV. The pressure depends on the slope, so a small energy error does not by itself guarantee a small Pulay pressure.

### Why the restart shows a pressure

Let the first relaxation end at \(a_1\). There the old labels satisfy \(P_{\rm old}(a_1)=0\). The restart uses the same cell and the same Hamiltonian, but new labels, so

\[
P_{\rm new}(a_1)=P_{\rm new}(a_1)-P_{\rm old}(a_1).
\]

The residual is purely a difference between two basis sets. If the labels happen to be the same, it is zero.

Its sign can be understood if the basis error \(\delta\) of the energy depends mainly on the effective cutoff and little on the volume. At fixed labels \(E_{\rm eff}\propto a^{-2}\), so

\[
\frac{d\delta}{d\ln a}=-2\frac{d\delta}{d\ln E_{\rm eff}} .
\]

The error then adds \((2/3\Omega)\,d\delta/d\ln E_{\rm eff}\) to the pressure. This is negative, and it becomes weaker at higher cutoff if the magnitude of the slope \(d\delta/d\ln E_{\rm eff}\) falls as the cutoff rises. In the model that magnitude is 1.5 eV at 200 eV and about 0.01 eV between 400 and 480 eV.

If the cell shrinks during the relaxation, the old set has the higher effective cutoff. The new set has a stronger inward pull, and the residual is negative. If the cell grows, the comparison is reversed. The dividing line is the cell at which the restarts end, 3.442 Å below, and not the converged cell: a start at 3.46 Å, shorter than the converged edge, still shrinks and leaves a negative residual. Repeated restarts of the model show both cases:

| Cell | From 3.80 Å: edge (Å) | \(P\) (eV/Å³) | From 3.20 Å: edge (Å) | \(P\) (eV/Å³) |
|---|---:|---:|---:|---:|
| start | 3.800 | −0.0665 | 3.200 | +0.2296 |
| 1 | 3.474 | −0.0137 | 3.410 | +0.0178 |
| 2 | 3.446 | −0.0025 | 3.439 | +0.0013 |
| 3 | 3.442 | 0.0000 | 3.442 | 0.0000 |

Each pressure is computed with a fresh 200 eV basis in the cell beside it. The effective cutoffs after the first relaxation are 239 eV and 176 eV, on either side of the nominal value, and the residuals have the expected signs.

A program that rebuilds its labels at every step may show no residual on restart. It still uses \(P_{\rm set}\) for each current set, so the bias described next remains.

### Zero residual pressure is not convergence

The restarts stop when the relaxed cell selects the same labels that were used to relax it. The pressure is then zero in a fresh calculation, but this is \(P_{\rm set}=0\). Apart from the ripple of the staircase, the smoothed constant-cutoff pressure is

\[
P_{\rm cut}=P_{\rm set}-P_{\rm Pulay}\approx-P_{\rm Pulay}>0 ,
\]

so the smoothed energy would still fall if the cell expanded. The final edges are:

- repeated restarts at 200 eV: 3.442 Å (3.447 Å on a 2×2×2 mesh, 3.443 Å on a 6×6×6 mesh);
- minimum of the smoothed energy at 200 eV: 3.500 Å;
- relaxation at 400 eV: 3.499 Å.

The restarted cell is 1.6% too short relative to the 400 eV result. With \((3.442/3.499)^3\approx0.952\), its volume is about 5% too small. Both starting points lead to the same wrong cell, so their agreement is no evidence of convergence either.

Restarting can even move the cell away from the better answer. Your first relaxed edge, 3.474 Å, was closer to 3.499 Å than the final 3.442 Å, because the frozen set had the higher effective cutoff. From the compressed side, the restarts improved the cell.

### What to do in practice

The direct remedy is to raise the cutoff until the pressure, and not just the energy, stops changing. In the model, going from 400 to 480 eV lowers the energy by 0.0018 eV. The mean slope over that interval is \(-0.0018/\ln 1.2\approx-0.010\) eV, against −1.5 eV at 200 eV. The formula above then gives a mean Pulay pressure of about −0.00016 eV/Å³ between 400 and 480 eV, less than 1% of the value at 200 eV. This is a mean over the interval. At 3.5 Å the analytic pressure is −0.00036 eV/Å³ at 400 eV, −0.00011 at 480 eV and −0.00005 at 600 eV, so at 400 eV itself the bias is slightly above 1%, and the relaxed edge moves from 3.499 to 3.500 Å at 600 eV.

A second way is to compute energies at several volumes with the same cutoff, building a fresh basis each time, and to fit a smooth curve. The volume range must span enough jumps to average them; a denser k-mesh helps by making the individual jumps smaller. This works well here because the basis error changes little with volume: with the ±10% window, the minimum at 200 eV lies within about 0.001 Å of the 400 eV result, while a ±6% window shifts it by about 0.004 Å. That closeness is a property of this model, whose electrons are localized in the well. The fit removes the Pulay pressure, but it cannot remove a basis error that really varies with volume.

A third way is to correct the target of the relaxation. The condition \(P_{\rm cut}=0\) is the same as

\[
P_{\rm set}(a)=P_{\rm Pulay}(a),
\]

so one relaxes to a negative analytic pressure instead of zero. Here I took the cutoff slope at 3.5 Å, scaled \(P_{\rm Pulay}\) as \(1/\Omega\) and used the smoothed \(P_{\rm set}\). The result is 3.500 Å, in agreement with the constant-cutoff minimum. Since the slope was taken at a cell that is already this minimum, the agreement repeats the identity checked at 3.5 Å and does not test the \(1/\Omega\) scaling. In an actual relaxation, \(P_{\rm set}\) must belong to the nominal cutoff, so the basis still has to be rebuilt after a substantial change of cell. The slope should also be evaluated near the final volume.

For your calculation, then, the residual pressure is a useful warning that the basis has changed and matters. Its disappearance tells you that the cell and the label set are consistent with each other. Whether the cutoff is high enough has to be tested by changing the cutoff.

## Computed values

```
Well depth 100.0 eV, width 0.50 A
Bond depth 1.0 eV, length 3.50 A
Bond decay constant 1.50 1/A
Working cutoff 200 eV
Reference cutoff 400 eV
Check cutoff 480 eV
Plane waves per k-point at 3.5 A, working: [263, 276, 274, 286]
Same, reference cutoff: [772, 784, 780, 774]
-- Atomic force, two wells in a 3.5 A cell, one k-point
Position of second well 1.50 A
Energy error at working cutoff 0.2329 eV
Analytic force -39.12218 eV/A
Finite-difference force -39.12218 eV/A
Force at reference cutoff -39.07412 eV/A
-- Pressure at 3.5 A, one well per cell
Electronic energy, working cutoff -64.6636 eV
Electronic energy, reference cutoff -64.9537 eV
Energy drop, reference to check 0.001832 eV
Analytic pressure -0.023698 eV/A^3
Frozen-label finite difference -0.023698 eV/A^3
Smoothed P_set -0.02356 eV/A^3
Smoothed P_cut -0.00005 eV/A^3
P_set - P_cut -0.02351 eV/A^3
dE/d ln Ecut -1.5087 eV
Pulay pressure from cutoff slope -0.02346 eV/A^3
Pulay pressure converted -3.76 GPa
-- Restarts from the expanded cell: edge, fresh-basis pressure
Cell 0: 3.8000 A, -0.066540 eV/A^3
Cell 1: 3.4738 A, -0.013672 eV/A^3
Cell 2: 3.4463 A, -0.002478 eV/A^3
Cell 3: 3.4417 A, 0.000000 eV/A^3
Effective cutoff after first relaxation 239.3 eV
Highest kinetic energy in that set 239.0 eV
-- Restarts from the compressed cell: edge, fresh-basis pressure
Cell 0: 3.2000 A, 0.229559 eV/A^3
Cell 1: 3.4095 A, 0.017783 eV/A^3
Cell 2: 3.4393 A, 0.001283 eV/A^3
Cell 3: 3.4417 A, 0.000000 eV/A^3
Effective cutoff after first relaxation 176.2 eV
Highest kinetic energy in that set 175.3 eV
-- Final cell edges
Restarts from expanded cell 3.4417 A
Restarts from compressed cell 3.4417 A
Constant-cutoff energy minimum 3.4999 A
Pulay-corrected relaxation 3.4997 A
Reference cutoff 3.4990 A
```
